# Diffraction centre of mass as a probe-averaged projected electric field: test program

```python
# RESULT UNDER TEST
# A fast electron probe of normalized intensity I0 crosses a thin specimen.
# The centre of mass of its diffraction pattern moves, relative to vacuum, by
#     delta<k> = -sigma * integral I0(r) E_proj(r) d^2r,  sigma = e/(hbar v),
# where E_proj is the transverse electric field integrated along the beam.
# In angle: delta<theta> = -e <E_proj> / (p v).
# Units: nm, volt, eV, rad/nm.  k0 = wave number, pv = momentum times speed.
# For thick specimens the intensity inside the specimen replaces I0.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp

rest = sc.m_e * sc.c**2 / sc.e
hbarc = sc.hbar * sc.c / sc.e * 1e9
beam_energy = 200e3
total = rest + beam_energy
pc = np.sqrt(total**2 - rest**2)
beta = pc / total
k0 = pc / hbarc
sigma = 1 / (hbarc * beta)
pv = pc * beta


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# --- Relativistic constants: exact dispersion and classical trajectory ---
inner = 12.0
k_inside = np.sqrt((total + inner)**2 - rest**2) / hbarc
assert abs((k_inside - k0) / (sigma * inner) - 1) < 1e-4


def trajectory(z, p, field):
    gamma = np.sqrt(1 + p[0]**2 + p[1]**2)
    return [-field / rest * gamma / p[1], 0.0]


orbit = solve_ivp(trajectory, (0, 100), [0, pc / rest], args=(0.04,),
                  rtol=1e-10, atol=1e-14)
angle_classical = orbit.y[0, -1] / orbit.y[1, -1]
assert abs(angle_classical / (-0.04 * 100 / pv) - 1) < 1e-6

# --- Thin object: misaligned, aberrated probe on an asymmetric potential ---
n = 256
dx = 0.01
x = (np.arange(n) - n // 2) * dx
k = 2 * np.pi * np.fft.fftfreq(n, dx)
X, Y = np.meshgrid(x, x, indexing="ij")
KX, KY = np.meshgrid(k, k, indexing="ij")
disc = (KX - 6)**2 + (KY + 3)**2 < (0.020 * k0)**2
aberration = 0.5 * 8 * (KX**2 + KY**2) / k0 + 1e-5 * KX * (KX**2 + KY**2)
projected = np.zeros((n, n))
field_x = np.zeros((n, n))
field_y = np.zeros((n, n))
for area, ax, ay, width in ((100, 0, 0, 0.05), (60, 0.14, 0.08, 0.06)):
    bump = area * np.exp(-((X-ax)**2 + (Y-ay)**2) / (2 * width**2))
    projected += bump
    field_x += bump * (X - ax) / width**2
    field_y += bump * (Y - ay) / width**2


def moment(pattern):
    return np.array([(KX*pattern).sum(), (KY*pattern).sum()]) / pattern.sum()


vacuum = moment(disc.astype(float))
worst_thin = 0.0
truncation = []
for rx, ry in ((0.05, 0.02), (-0.06, 0.04), (0.12, -0.03)):
    spectrum = disc * np.exp(-1j * aberration
                             + 1j * (KX*(x[0]-rx) + KY*(x[0]-ry)))
    probe = np.fft.ifft2(spectrum)
    intensity = abs(probe)**2 / (abs(probe)**2).sum()
    pattern = abs(np.fft.fft2(probe * np.exp(1j * sigma * projected)))**2
    shift = moment(pattern) - vacuum
    expected = -sigma * np.array([(intensity * field_x).sum(),
                                  (intensity * field_y).sum()])
    worst_thin = max(worst_thin, np.linalg.norm(shift - expected)
                     / np.linalg.norm(expected))
    cut = moment(pattern * disc) - vacuum
    truncation.append(np.linalg.norm(cut - shift) / np.linalg.norm(shift))
assert worst_thin < 1e-7
assert max(truncation) > 0.05

# --- Any thickness: diagonalize the transverse Hamiltonian in one dimension ---
u = -sigma * 30 * np.exp(-x**2 / (2 * 0.08**2))


def derivative(values, order):
    return np.fft.ifft((1j * k)**order * np.fft.fft(values)).real


def real_probe(centre):
    wave = np.exp(-(x - centre)**2 / (4 * 0.03**2))
    return wave / np.linalg.norm(wave)


force = -derivative(u, 1)
start = real_probe(0.13)
kinetic = np.fft.ifft((k**2 / (2*k0))[:, None]
                      * np.fft.fft(np.eye(n), axis=0), axis=0).real
levels, modes = np.linalg.eigh((kinetic + kinetic.T) / 2 + np.diag(u))


def evolved(entrance, depth):
    return modes @ (np.exp(-1j * levels * depth) * (modes.T @ entrance))


def mean_k(wave):
    power = abs(np.fft.fft(wave))**2
    return (k * power).sum() / power.sum()


thick = 40.0
nodes, node_weights = np.polynomial.legendre.leggauss(160)
impulse = sum(w * thick / 2
              * (abs(evolved(start, thick*(s+1)/2))**2 * force).sum()
              for s, w in zip(nodes, node_weights))
thick_shift = mean_k(evolved(start, thick))
frozen_shift = thick * (start**2 * force).sum()
assert abs(thick_shift - impulse) < 1e-6 * abs(impulse)
assert abs(frozen_shift / thick_shift - 1) > 0.10


# Leading departure from the frozen-intensity result, for a real entrance wave.
# Its three terms may nearly cancel, so the next order (relative size t^2) is
# eliminated by combining two thicknesses.
def cubic_test(centre):
    wave = real_probe(centre)
    terms = np.array([
        (derivative(wave, 1)**2 * derivative(force, 2)).sum() / k0**2,
        -(wave**2 * derivative(force, 4)).sum() / (4 * k0**2),
        (wave**2 * derivative(force, 1) * force).sum() / k0])
    ratios = []
    for t in (0.5, 0.25):
        departure = mean_k(evolved(wave, t)) - t * (wave**2 * force).sum()
        ratios.append(departure / (t**3 / 6 * terms.sum()))
    extrapolated = (4 * ratios[1] - ratios[0]) / 3
    remaining = abs(terms.sum()) / abs(terms).sum()
    return ratios[1], extrapolated, remaining


cubic_near = cubic_test(0.05)
cubic_far = cubic_test(0.13)
assert abs(cubic_near[0] - 1) < 0.01
assert abs(cubic_near[1] - 1) < 1e-3
assert abs(cubic_far[1] - 1) < 1e-3

# Depth-dependent potential compressed at fixed projected potential
atom_a = 100 * np.exp(-x**2 / (2 * 0.08**2))
atom_b = 60 * np.exp(-(x + 0.05)**2 / (2 * 0.07**2))
thin_b = sigma * (start**2 * derivative(atom_a + atom_b, 1)).sum()


def compressed_error(thickness, slices=200):
    wave = start.astype(complex)
    half = np.exp(-1j * k**2 * thickness / slices / (4 * k0))
    for j in range(slices):
        s = (j + 0.5) / slices
        wave = np.fft.ifft(half * np.fft.fft(wave))
        wave *= np.exp(1j*sigma*(2*(1-s)*atom_a + 2*s*atom_b)/slices)
        wave = np.fft.ifft(half * np.fft.fft(wave))
    return mean_k(wave) - thin_b


linear_ratio = compressed_error(0.10) / compressed_error(0.05)
assert abs(linear_ratio - 2) < 0.15

# --- Worked example: symmetric abrupt junction, silicon-like round values ---
thickness, alpha = 100.0, 0.5e-3
doping_cm3, intrinsic_cm3, permittivity, temperature = 1e18, 1e10, 11.7, 300.0
doping = doping_cm3 * 1e-21
eps = permittivity * sc.epsilon_0 / sc.e * 1e-9
thermal = sc.k * temperature / sc.e
built_in = 2 * thermal * np.log(doping_cm3 / intrinsic_cm3)
depletion = np.sqrt(4 * eps * built_in / doping)
half_width = depletion / 2
peak = built_in / half_width
aperture = k0 * alpha

# Poisson-Boltzmann first integral gives the peak field with mobile carriers
charge_integral = quad(lambda y: 1 - np.exp((y - built_in/2) / thermal)
                       + np.exp(-(y + built_in/2) / thermal),
                       0, built_in / 2)[0]
peak_carriers = np.sqrt(2 * doping / eps * charge_integral)
assert 0.95 < peak_carriers / peak < 1


def averaged_field(position):
    def integrand(q):
        s = q / (2 * aperture)
        transfer = 2/np.pi * (np.arccos(s) - s*np.sqrt(1 - s*s))
        triangle = built_in * np.sinc(q * half_width / (2*np.pi))**2
        return transfer * triangle * np.cos(q * position) / np.pi
    return quad(integrand, 0, 2 * aperture, limit=400)[0]


# Wave calculation on a periodic grid; a reversed junction sits 512 nm away
nx, ny, step_x, step_y = 2048, 256, 0.5, 1.0
xj = (np.arange(nx) - nx // 2) * step_x
kxj = 2 * np.pi * np.fft.fftfreq(nx, step_x)[:, None]
kyj = 2 * np.pi * np.fft.fftfreq(ny, step_y)[None, :]


def half_step(position):
    c = np.clip(position / half_width, -1, 1)
    return built_in * (c - np.sign(c) * c**2 / 2)


phi = -half_step(xj) + half_step(xj - 512) + half_step(xj + 512)
pupil = (kxj**2 + kyj**2 < aperture**2).astype(float)
spread = np.sqrt((kxj**2 * pupil).sum() / pupil.sum())
assert abs(spread / (aperture / 2) - 1) < 0.01


def junction_angle(position, slices=0):
    wave = np.fft.ifft2(pupil * np.exp(1j * kxj * (xj[0] - position)))
    if slices == 0:
        wave = wave * np.exp(1j * sigma * thickness * phi)[:, None]
    else:
        half = np.exp(-1j*(kxj**2 + kyj**2)*thickness/slices/(4*k0))
        kick = np.exp(1j * sigma * thickness / slices * phi)[:, None]
        for _ in range(slices):
            wave = np.fft.ifft2(half * np.fft.fft2(wave)) * kick
            wave = np.fft.ifft2(half * np.fft.fft2(wave))
    power = abs(np.fft.fft2(wave))**2
    return (kxj * power).sum() / power.sum() / k0


positions = (0.0, 12.0, 24.0)
angles = [junction_angle(p) for p in positions]
averages = [averaged_field(p) for p in positions]
for angle, average in zip(angles, averages):
    assert abs(angle + average*thickness/pv) < 3e-3 * peak*thickness/pv
propagation = junction_angle(0.0, slices=10) / angles[0] - 1
assert abs(propagation) < 1e-3

# Vacuum fringing field if the surface potential is unscreened, both sides
q = kxj[:, 0]
field_q = -1j * q * np.fft.fft(phi)
over_q = np.zeros(nx)
over_q[1:] = 1 / abs(q[1:])
fringe = 2 * np.fft.ifft(field_q * over_q).real[nx // 2]
surface_field = np.fft.ifft(field_q).real
kappa = 2 * np.pi / (nx * step_x)


def vacuum_field(z):
    kernel = np.sinh(kappa*z) / (np.cosh(kappa*z) - np.cos(kappa*xj))
    return (surface_field * kernel).sum() / nx


log_z = np.linspace(0, np.log(3000), 500)
samples = np.array([vacuum_field(np.exp(s)) * np.exp(s) for s in log_z])
fringe_direct = 2 * (vacuum_field(0.5)
                     + ((samples[1:]+samples[:-1])/2*np.diff(log_z)).sum())
assert abs(fringe / fringe_direct - 1) < 0.01

signal = peak * thickness
dead_layer, wedge_degrees, free_path, spacing = 10.0, 1.0, 150.0, 0.19
wedge = inner * np.tan(np.radians(wedge_degrees))
bragg = 2 * np.pi / (k0 * spacing)
electrons = (10 * alpha / 2 / abs(angles[0]))**2

show("Beam energy", beam_energy / 1e3, "keV")
show("Speed / speed of light", beta)
show("Wavelength", 2 * np.pi / k0 * 1e3, "pm")
show("Momentum times speed pv", pv / 1e3, "keV")
show("Interaction constant sigma", sigma, "rad/(V nm)")
show("Test: thin identity, worst relative error", worst_thin, fmt=".1e")
show("Test: largest relative error, detector cut to disc", max(truncation), fmt=".3f")
show("Test: thick specimen thickness", thick, "nm")
show("Test: thick shift, from diffraction", thick_shift, "rad/nm", ".5f")
show("Test: thick shift, Ehrenfest integral", impulse, "rad/nm", ".5f")
show("Test: thick shift, frozen intensity", frozen_shift, "rad/nm", ".5f")
for centre, result in ((0.05, cubic_near), (0.13, cubic_far)):
    show(f"Test: departure/cubic law, probe {centre} nm, t=0.25 nm", result[0], fmt=".5f")
    show("  same, next order eliminated", result[1], fmt=".6f")
    show("  share of cubic terms left after cancellation", result[2], fmt=".3f")
show("Test: error ratio on doubling thickness", linear_ratio, fmt=".3f")
show("Lamella thickness", thickness, "nm")
show("Probe semi-angle", alpha * 1e3, "mrad")
show("Probe Airy radius", 3.8317 / aperture, "nm", ".2f")
show("Doping on each side", doping_cm3, "cm^-3", ".1e")
show("Intrinsic density (rough)", intrinsic_cm3, "cm^-3", ".1e")
show("Relative permittivity", permittivity)
show("Temperature", temperature, "K")
show("Built-in voltage", built_in, "V", ".3f")
show("Depletion width", depletion, "nm", ".1f")
show("Peak field", peak * 10, "MV/cm", ".3f")
show("Peak projected field", signal, "V", ".3f")
show("Deflection without probe averaging", -signal/pv*1e6, "urad", ".2f")
for position, average, angle in zip(positions, averages, angles):
    show(f"Probe-averaged field at x={position:g} nm", average*10, "MV/cm", ".4f")
    show(f"Wave-computed deflection at x={position:g} nm", angle*1e6, "urad", ".3f")
show("Field recovered from deflection at x=0", -angles[0]*pv/thickness*10, "MV/cm", ".4f")
show("Relative change from propagation in lamella", propagation, fmt=".1e")
show("Probe cone spread alpha*t", alpha * thickness, "nm", ".3f")
show("Peak field with mobile carriers / depletion value", peak_carriers/peak, fmt=".3f")
show("Debye length", np.sqrt(eps * thermal / doping), "nm", ".2f")
show("Dead layer per surface (rough)", dead_layer, "nm")
show("Signal lost to two dead layers", 200*dead_layer/thickness, "%", ".0f")
show("Unscreened fringe projected field, 512 nm spacing", fringe, "V", ".2f")
show("Mean inner potential (rough)", inner, "V")
show("Projected field of a 1 degree wedge", wedge, "V", ".3f")
show("Inelastic mean free path (rough)", free_path, "nm")
show("Inelastically scattered fraction", 1-np.exp(-thickness/free_path), fmt=".2f")
show("Bragg angle between beams, spacing 0.19 nm (rough)", bragg*1e3, "mrad", ".1f")
show("Bragg beam imbalance equal to signal", abs(angles[0])/bragg, fmt=".1e")
show("Doping / band density of states 3e19 cm^-3 (rough)", doping_cm3/3e19, fmt=".3f")
show("Peak field / breakdown field 1 MV/cm (rough)", peak*10, fmt=".2f")
show("Electrons for signal-to-noise 10 at x=0", electrons, fmt=".2e")
print("all assertions hold")
```

Running it gives:

```
Beam energy: 200 keV
Speed / speed of light: 0.6953
Wavelength: 2.508 pm
Momentum times speed pv: 343.7 keV
Interaction constant sigma: 0.007288 rad/(V nm)
Test: thin identity, worst relative error: 4.0e-15
Test: largest relative error, detector cut to disc: 0.313
Test: thick specimen thickness: 40 nm
Test: thick shift, from diffraction: -4.81053 rad/nm
Test: thick shift, Ehrenfest integral: -4.81053 rad/nm
Test: thick shift, frozen intensity: -45.83021 rad/nm
Test: departure/cubic law, probe 0.05 nm, t=0.25 nm: 0.99978
  same, next order eliminated: 1.000000
  share of cubic terms left after cancellation: 1.000
Test: departure/cubic law, probe 0.13 nm, t=0.25 nm: 0.98047
  same, next order eliminated: 0.999978
  share of cubic terms left after cancellation: 0.016
Test: error ratio on doubling thickness: 2.012
Lamella thickness: 100 nm
Probe semi-angle: 0.5 mrad
Probe Airy radius: 3.06 nm
Doping on each side: 1.0e+18 cm^-3
Intrinsic density (rough): 1.0e+10 cm^-3
Relative permittivity: 11.7
Temperature: 300 K
Built-in voltage: 0.952 V
Depletion width: 49.6 nm
Peak field: 0.384 MV/cm
Peak projected field: 3.838 V
Deflection without probe averaging: -11.17 urad
Probe-averaged field at x=0 nm: 0.3568 MV/cm
Wave-computed deflection at x=0 nm: -10.377 urad
Probe-averaged field at x=12 nm: 0.1952 MV/cm
Wave-computed deflection at x=12 nm: -5.678 urad
Probe-averaged field at x=24 nm: 0.0196 MV/cm
Wave-computed deflection at x=24 nm: -0.571 urad
Field recovered from deflection at x=0: 0.3567 MV/cm
Relative change from propagation in lamella: -1.6e-06
Probe cone spread alpha*t: 0.050 nm
Peak field with mobile carriers / depletion value: 0.972
Debye length: 4.09 nm
Dead layer per surface (rough): 10 nm
Signal lost to two dead layers: 20 %
Unscreened fringe projected field, 512 nm spacing: 2.47 V
Mean inner potential (rough): 12 V
Projected field of a 1 degree wedge: 0.209 V
Inelastic mean free path (rough): 150 nm
Inelastically scattered fraction: 0.49
Bragg angle between beams, spacing 0.19 nm (rough): 13.2 mrad
Bragg beam imbalance equal to signal: 7.9e-04
Doping / band density of states 3e19 cm^-3 (rough): 0.033
Peak field / breakdown field 1 MV/cm (rough): 0.38
Electrons for signal-to-noise 10 at x=0: 5.80e+04
all assertions hold
```
